# Correcting superlattice band offsets for electron and hole confinement, part 1

(Sections cited here and not found follow in the second part.)

## First half: from an empty superlattice to two layer onsets

### Start with no offset at all

Take a superlattice whose two materials are identical. Layers of width $a$ are called wells and layers of width $b$ barriers, but the names mean nothing yet. The period is $L=a+b$ and an electron has the same mass $m$ everywhere. The true band offset is zero. What offset would be read from the onsets of the superlattice subbands?

Along the growth direction $z$ the electron is free. Sorting its states by a Bloch wavevector $K$ between $-\pi/L$ and $\pi/L$ folds the parabola $\hbar^2k^2/2m$ into minibands. The first starts at $K=0$ with energy zero. The second starts at $K=\pi/L$, where the unfolded wavevector is also $\pi/L$:

$$E_1=0,\qquad E_2=\frac{\pi^2\hbar^2}{2mL^2}.$$

Put $z=0$ at a well centre. Two states share the energy $E_2$, namely $\cos(\pi z/L)$ and $\sin(\pi z/L)$. The sine vanishes at the well centre and peaks at the barrier centre $z=L/2$. Its normalized density is $(2/L)\sin^2(\pi z/L)$, so its probability in the barrier is

$$P_B^{\sin}=\frac1L\int_{a/2}^{L-a/2}\left[1-\cos\frac{2\pi z}{L}\right]dz
=\frac bL+\frac1\pi\sin\frac{\pi a}{L}.$$

The integral of the cosine is $(L/2\pi)[\sin(2\pi-\pi a/L)-\sin(\pi a/L)]=-(L/\pi)\sin(\pi a/L)$, and the minus sign in front makes the last term positive. The cosine state has the same expression with that term reversed.

Now raise the barrier layers by a small energy $V$. Reflection about the well centre forbids mixing of sine and cosine. To first order each level therefore rises by $V$ times its barrier probability, and the sine becomes the upper level. It starts the second miniband and looks like a barrier state. The uniform state at $E_1$ rises by $Vb/L$. The difference of the two onsets is

$$D\simeq\frac{\pi^2\hbar^2}{2mL^2}+\frac V\pi\sin\frac{\pi a}{L}.$$

As $V\to0$ this does not vanish. The reading reports an offset where there is none, because the barrier-like state has kinetic energy that the uniform state lacks. A correction for the well onset alone cannot repair this limit, since the well onset is already at the bulk edge. The barrier onset needs its own correction.

### What counts as an onset

A layer-resolved density of states weights each state by its probability in the chosen layer. Taken strictly, its onset cannot give an offset. A Bloch state of the one-dimensional wave equation cannot vanish throughout a layer: zero value and zero slope at one point would make it zero everywhere. The lowest state therefore contributes to both layers, and both densities of states begin at the same energy.

A criterion is needed. I read the energies at which minibands begin and assign a miniband to the barrier when its bottom state has barrier probability

$$P_B>\frac bL .$$

The right side is the value for a uniform density. The test thus asks whether the state is denser in the barrier than in the well. A reading based on a fixed threshold in the density of states would be a different quantity and would need its own correction.

### The general model

Let the bulk conduction edge be zero in the well and $V>0$ in the barrier. Each bulk edge belongs to the material strained as it is in the superlattice. The masses along $z$ are $m_w$ and $m_b$. In an effective-mass model with one decoupled parabolic band,

$$-\frac{\hbar^2}{2}\frac{d}{dz}\left[\frac1{m(z)}\frac{d\psi}{dz}\right]+V\theta_B(z)\psi=E\psi, \tag{1}$$

where $\theta_B$ is one in the barrier and zero in the well. The wavefunction $\psi$ is continuous. Integrating (1) across an interface shows that $\psi'/m$ is continuous as well.

Motion in the layer plane adds $\hbar^2k_\parallel^2/2m_\parallel(z)$, which is nowhere negative for positive masses. It cannot lower any level at fixed $K$, so the onsets lie at $k_\parallel=0$.

Holes obey the same equation when their energy is counted downwards from the well valence edge. This presumes a type-I lineup, in which the same layer is the well for both carriers. The heavy-hole band is treated as decoupled from the light-hole band.

### Where the minibands begin

Carry the pair $(\psi,\psi'/m)$ across one period with a transfer matrix. Equation (1) conserves $\psi_1\psi_2'/m-\psi_2\psi_1'/m$ for two solutions of equal energy, so this matrix has determinant one. For a Bloch state its eigenvalues are $e^{\pm iKL}$. Half its trace, called $F(E)$, therefore satisfies

$$\cos KL=F(E).$$

For $E<0$ the matrix of each layer contains only hyperbolic cosines and sines with positive coefficients, so $F>0$. No Bloch state exists there, because the kinetic and potential energies are both nonnegative. Hence $F>1$ for negative energies.

Inside a miniband, where $|F|<1$, the slope $F'$ cannot vanish. If it did at $E_0$, then near that energy $F-F(E_0)\simeq c(E-E_0)^p$ with $p\ge2$. A small real change of $F$, with a suitable sign, would have nonreal roots $E$. But $K$ would still be real, and the Bloch problem at real $K$ is Hermitian and has real energies.

So $F$ descends through $+1$ at the bottom of miniband 1 and reaches $-1$ at its top. It next enters the allowed interval from $-1$. Miniband 1 begins at $K=0$, and miniband 2 begins at $K=\pi/L$. The two lowest levels at $K=\pi/L$ are the top of the first and the bottom of the second.

### The well onset

At $K=0$ the lowest state has no node and is even about both layer centres. A constant trial function has energy $Vb/L<V$, so $0<E_1<V$. Define

$$k=\frac{\sqrt{2m_wE}}\hbar,\qquad
\kappa=\frac{\sqrt{2m_b(V-E)}}\hbar.$$

The state is $A\cos kz$ in the well and $C\cosh[\kappa(z-L/2)]$ in the barrier. At $z=a/2$ the second argument is $-\kappa b/2$. Continuity gives

$$A\cos\frac{ka}{2}=C\cosh\frac{\kappa b}{2},\qquad
-\frac{Ak}{m_w}\sin\frac{ka}{2}=-\frac{C\kappa}{m_b}\sinh\frac{\kappa b}{2}.$$

Dividing the second equation by the first yields

$$\frac{k}{m_w}\tan\frac{ka}{2}
=\frac{\kappa}{m_b}\tanh\frac{\kappa b}{2}. \tag{2}$$

I call the root $E_1=e$. Absence of a node requires $ka<\pi$. On that interval the left side rises with energy from zero and the right side falls, so the root is unique.

The density falls from the well centre to the interface and then from the interface to the barrier centre. Its average in the barrier is smaller than its average in the well:

$$\frac{P_{B1}}b<\frac{1-P_{B1}}a
\quad\Longrightarrow\quad P_{B1}<\frac bL.$$

The first miniband is correctly assigned to the well, even when much of its probability has leaked out.

### The barrier onset

At $K=\pi/L$ we have $\psi(z+L)=-\psi(z)$. If the state is odd about the well centre, then

$$\psi(L-z)=-\psi(-z)=\psi(z),$$

so it is even about the barrier centre. This is the descendant of the sine in the empty superlattice. With $q=\sqrt{2m_b(E-V)}/\hbar$, it is $A\sin kz$ in the well and $C\cos[q(z-L/2)]$ in the barrier. At $z=a/2$,

$$A\sin\frac{ka}{2}=C\cos\frac{qb}{2},\qquad
\frac{Ak}{m_w}\cos\frac{ka}{2}=\frac{Cq}{m_b}\sin\frac{qb}{2}.$$

The right side of the flux condition is positive because the derivative of cosine supplies one minus sign and the argument $-qb/2$ another. Division gives

$$\frac{k}{m_w}\cot\frac{ka}{2}
=\frac{q}{m_b}\tan\frac{qb}{2}. \tag{3}$$

Now restrict the offset to

$$V<V_{\max}=\frac{\pi^2\hbar^2}{2m_wa^2}. \tag{4}$$

Then $ka<\pi$ at $E=V$. There the left side of (3) is positive and the right side is zero. As $E$ rises, the left side falls: with $x=ka/2$, the derivative of $x\cot x$ is $(\sin x\cos x-x)/\sin^2x<0$. The right side rises. They cross once before either $ka$ or $qb$ reaches $\pi$. Writing this root as $E_2=V+d$,

$$0<d<\frac{\pi^2\hbar^2}{2m_bb^2}. \tag{5}$$

No odd state lies below $V$. There the right side of (3) becomes $-(\kappa/m_b)\tanh(\kappa b/2)$, which is negative, while the left side remains positive.

Since $ka/2$ and $qb/2$ are both below $\pi/2$, the density rises from the well centre to the interface and on to the barrier centre. Its barrier average is the larger one, so $P_{B2}>b/L$. The assignment to the barrier follows.

### Is this really the second miniband?

The other parity at $K=\pi/L$ is even about the well centre and odd about the barrier centre. Above $V$ its matching condition is

$$\frac{k}{m_w}\tan\frac{ka}{2}
=\frac{q}{m_b}\cot\frac{qb}{2},$$

and below $V$ the right side becomes $(\kappa/m_b)\coth(\kappa b/2)$. Let $G(E)$ be the left side minus the right side. Between zero and $E_2$ the left side rises and the right side falls, so $G$ increases from a negative value. Whether the even level lies below $E_2$ depends on the sign of $G(E_2)$.

Equation (3) gives

$$\tan\frac{ka}{2}=\frac{k/m_w}{(q/m_b)\tan(qb/2)}.$$

Substitution into $G$ then gives

$$G(E_2)=\frac{\cot(qb/2)}{q/m_b}
\left[\left(\frac{k}{m_w}\right)^2-
\left(\frac{q}{m_b}\right)^2\right],$$

where the bracket equals

$$\frac2{\hbar^2}\left[\frac{E_2}{m_w}-\frac{E_2-V}{m_b}\right].$$

It is positive when $m_b\ge m_w$. Exactly one even level then lies below $E_2$. It is the top of miniband 1, and the odd level is the bottom of miniband 2.

The mass condition is sufficient, not necessary, but it cannot simply be dropped. With $a=2$ nm, $b=4$ nm, $V=5$ meV, $m_w=0.20m_0$ and $m_b=0.10m_0$, where $m_0$ is the free-electron mass, diagonalization gives barrier probabilities of 0.908 for the lower zone-edge state and 0.339 for the upper. The order is reversed. The bottom of miniband 2 is then well-like, and the assignment fails.

### The correction and two limits

Under (4) and $m_b\ge m_w$, the apparent offset is

$$D=E_2-E_1=V+d-e,$$

and therefore

$$V=D+e(V)-d(V). \tag{6}$$

The well correction is added and the barrier correction is subtracted. The signs record that both onsets lie above their bulk edges.

For a very thick barrier, (5) forces $d\to0$ and leaves the familiar well correction $e$. As $V$ approaches $V_{\max}$ from below, the root of (3) approaches $ka=\pi$ and $q=0$, so $d$ again vanishes. At small offset $d$ can exceed $e$, as the empty superlattice showed. The apparent offset may consequently be too large or too small.

## Second half: inversion, both carriers and a worked case

### Symbols and results carried over

A period $L=a+b$ contains a well of width $a$ and a barrier of width $b$, with masses $m_w$ and $m_b\ge m_w$. The true offset $V$ lies below $V_{\max}=\pi^2\hbar^2/(2m_wa^2)$. The well onset is $E_1=e$ and the barrier onset is $E_2=V+d$, both measured from the well's bulk edge. Their barrier probabilities satisfy $P_{B1}<b/L<P_{B2}$. The apparent offset is $D=V+d-e$. Energies increase upwards for electrons and downwards for holes.

### How a reading responds to the true offset

Equation (6) contains $V$ on both sides. To see whether it has one solution, differentiate a normalized level $E_n=\langle\psi_n|H|\psi_n\rangle$ with respect to $V$. The interfaces and the Bloch phase stay fixed. The derivatives of the wavefunction contribute $E_n\,d\langle\psi_n|\psi_n\rangle/dV=0$. What remains is the derivative of the Hamiltonian, which is $\theta_B$:

$$\frac{dE_n}{dV}=\langle\psi_n|\theta_B|\psi_n\rangle=P_{Bn}.$$

Therefore

$$\frac{dD}{dV}=P_{B2}-P_{B1},\qquad 0<\frac{dD}{dV}<1. \tag{7}$$

The lower bound follows from the layer assignment. The upper bound holds because both probabilities lie strictly between zero and one. A reading in the range reached for $0<V<V_{\max}$ thus has one true offset within this assignment.

The same derivative describes the corrections. Since $e=E_1$ and $d=E_2-V$,

$$\frac{de}{dV}=P_{B1}>0,\qquad
\frac{dd}{dV}=P_{B2}-1<0.$$

Raising the barrier confines the well state more strongly and reduces the shift of the barrier state. At zero offset $e=0$ and $d>0$, so $D>V$. At $V_{\max}$, $d=0$ and $e>0$, so $D<V$. Because $D-V$ decreases steadily, it crosses zero once. At that offset the two errors cancel.

Equation (7) also gives the effect of a small reading error $\delta D$:

$$\delta V=\frac{\delta D}{P_{B2}-P_{B1}}. \tag{8}$$

The factor exceeds one. Leakage of the well state and penetration of the barrier state into the well both reduce the information carried by a reading.

For a numerical solution, iterate

$$V_{\rm new}=D+e(V_{\rm old})-d(V_{\rm old}).$$

The right side has derivative $1-(P_{B2}-P_{B1})$, between zero and one. Each step reduces the error without changing its sign, so the iteration converges. A single correction evaluated at $V=D$ is merely its first step.

For $V<V_{\max}$ and $m_b\ge m_w$, a reading in the permitted range determines one true offset, which the iteration recovers once both onsets are corrected. What remains is to work through an example for both carriers, and to see how sensitive the result is and where the layer assignment must be checked again.
